# The Dirac-Coulomb spectrum and binding energies without cancellation, part 2

One electron is bound to a fixed point charge $Z$, and its Dirac binding energy is to be computed accurately. Hartree atomic units are used, with $c=137.035999$. The energy $E$ includes the rest energy $c^2$, and $B=c^2-E$. The field strength is $\zeta=Z/c$, with $0<\zeta<|\kappa|$, where the integer $\kappa$ satisfies $|\kappa|=j+\tfrac12$ for total angular momentum $j$.

The upper and lower radial functions $P$ and $Q$ obey

$$P'+\frac{\kappa}{r}P=\frac1c\left(E+c^2+\frac Zr\right)Q,\tag{3}$$

$$Q'-\frac{\kappa}{r}Q=-\frac1c\left(E-c^2+\frac Zr\right)P.\tag{4}$$

Near the origin the solutions behave as $r^{\pm\gamma}$. The solution $r^\gamma$ is taken: normalization requires it for $\gamma\ge\tfrac12$, and for $\gamma<\tfrac12$ it is an additional boundary condition. Bound states are $e^{-\lambda r}r^\gamma$ times polynomials of degree $n_r$, where $n_r$ starts at 0 for $\kappa<0$ and at 1 for $\kappa>0$. Their energies have been shown to be

$$E=\frac{c^2(n_r+\gamma)}{N},\qquad N=\sqrt{n^2-2n_r(|\kappa|-\gamma)},\qquad \gamma=\sqrt{\kappa^2-Z^2/c^2},\tag{1}$$

with $n=n_r+|\kappa|$. The decay constant is $\lambda=Z/N$. With $m=n_r+\gamma$, so that $E/c^2=m/N$,

$$m^2+\zeta^2=(n_r+|\kappa|)^2-2n_r(|\kappa|-\gamma)=N^2 .\tag{14}$$

For $n_r=0$ the binding energy is

$$B=c^2\frac{|\kappa|-\gamma}{|\kappa|}
=\frac{c^2\zeta^2}{|\kappa|(|\kappa|+\gamma)}
=\frac{Z^2}{|\kappa|(|\kappa|+\gamma)}.\tag{9}$$

The general quotient, stated earlier and derived below, is

$$B=\frac{Z^2}{N(N+n_r+\gamma)}.\tag{2}$$

The running example is the one-electron gold ion, with $Z=79$, $\zeta=0.576491$ and $\gamma=0.817104$ for $|\kappa|=1$.

### What N measures

In the Schrödinger atom the decay constant is $Z/n$. Here $N$ takes the place of $n$ in the tail. Three cases show how it behaves.

For $n_r=0$, $N=|\kappa|=n$ at any allowed field strength. For $n_r\ge1$, $\gamma<|\kappa|$ makes $N$ smaller than $n$, so the tail falls faster than in the Schrödinger state with the same $n$. For a weak field, $|\kappa|-\gamma\simeq\zeta^2/(2|\kappa|)$, and

$$n-N=\frac{n^2-N^2}{n+N}\simeq\frac{n_r\zeta^2}{2|\kappa|n},$$

to leading order in $\zeta^2$.

There is also a lower bound. From $N^2=n_r^2+2n_r\gamma+\kappa^2$ and $n_r^2+\kappa^2\ge\tfrac12(n_r+|\kappa|)^2$,

$$\frac{n}{\sqrt2}<N\le n.\tag{15}$$

The first inequality is strict: for $n_r\ge1$ the term $2n_r\gamma$ is positive, and for $n_r=0$ one has $N=n$. This bound is used below to control rounding errors.

### The binding energy as a quotient

Subtracting $E$ from $c^2$ gives

$$B=c^2\frac{N-m}{N}.$$

The difference $N-m$ is small when $\zeta$ is small. Multiply numerator and denominator by $N+m$ and use $N^2-m^2=\zeta^2$ from (14):

$$B=\frac{c^2(N^2-m^2)}{N(N+m)}=\frac{c^2\zeta^2}{N(N+m)}
=\frac{Z^2}{N(N+n_r+\gamma)},$$

which is (2). The small quantity $\zeta^2$ is now an explicit factor that cancels $c^2$ algebraically. No large number remains to be subtracted.

**Two limits.** For $n_r=0$ the quotient returns (9). For $c\to\infty$, $N$ and $n_r+\gamma$ both tend to $n$, and $B\to Z^2/(2n^2)$.

The quotient also relates the binding energy to the tail. Since $m/N=E/c^2$,

$$B=\frac{Z^2/N^2}{1+m/N}=\frac{\lambda^2}{1+E/c^2}.$$

The Schrödinger relation is $B=\lambda^2/2$. A bound Dirac electron has $E<c^2$, so at the same decay constant its binding energy is larger.

### A worked state of the gold ion

Take $Z=79$, $\kappa=+1$ and $n_r=1$, so that $n=2$. With $\gamma=0.817104$,

$$N^2=4-2(1-0.817104)=3.634208,\qquad N=1.906360 .$$

The decay constant is $79/1.906360=41.440$ inverse bohr, compared with $79/2=39.5$ in the Schrödinger atom. The last factor of the quotient is

$$N+n_r+\gamma=1.906360+1.817104=3.72346,$$

and therefore

$$B=\frac{6241}{1.906360\times3.72346}=879.23\ \text{hartree}=23.925\ \text{keV}.$$

Direct subtraction gives the same value at this precision, since $18778.865-17899.636=879.229$ hartree. For such a strongly bound electron it costs little accuracy.

For $\kappa=-2$ and $n_r=0$, also with $n=2$, $\gamma=1.915113$ and $B=6241/(2\times3.915113)=797.04$ hartree. The fine-structure splitting is

$$879.23-797.04=82.19\ \text{hartree}=2.2365\ \text{keV}.$$

The numerical check integrates (3) and (4) from both ends without using the energy formula. It finds the levels with $n\le3$ for $\kappa=\pm1,\pm2$, none missing and none extra in the energy window, and no level with $n_r=0$ for positive $\kappa$. Their binding energies agree with (2) to the printed digits.

The decay constants taken from the same integration are less precise. For $n=3$, $\kappa=-1$ the value is 27.4727 against $Z/N=27.4736$ inverse bohr. They come from $P'/P$ at $r=1$, 2 and 4 bohr, extrapolated so that the terms in $1/r$ and $1/r^2$ drop out. If $x_i$ are the roots of the polynomial in $P$, then

$$\frac{P'}P=-\lambda+\frac{\gamma}{r}+\sum_i\frac1{r-x_i},$$

whose expansion contains $\sum_ix_i^2/r^3$. This and higher terms survive the extrapolation and limit its accuracy.

### Where rounding enters

A floating-point number carries a fixed relative precision, so the absolute spacing of neighbouring numbers grows with their size. Near $c^2=18778.8651$ hartree, the spacing in double precision is $3.638\times10^{-12}$ hartree. Storing $E$ can already cause an error of half this amount, and a later subtraction cannot restore the lost digits. The largest relative error that this can cause in $B$ grows as $1/B$, and with $B\simeq Z^2/(2n^2)$ it grows as $n^2/Z^2$. The actual error of a given state can be smaller.

The quotient still needs $N$, and (1) has a subtraction under the root. That subtraction is harmless. Let $u$ be the relative rounding unit, and suppose that $|\kappa|-\gamma$ has an absolute error of a few times $u|\kappa|$. It enters $N^2$ multiplied by $2n_r$, as a few times $2n_r|\kappa|u$. Since $4n_r|\kappa|\le(n_r+|\kappa|)^2$,

$$2n_r|\kappa|u\le\tfrac12n^2u<N^2u,$$

where the last step uses (15). The relative error of $N^2$ stays at a few rounding units even when $|\kappa|-\gamma$ has lost most of its own digits.

The supposition about $\gamma$ needs care when $\zeta$ is close to $|\kappa|$, because $\kappa^2-\zeta^2$ is then small and its square root magnifies the error. The factored form

$$\gamma=\frac{\sqrt{(|\kappa|c-Z)(|\kappa|c+Z)}}{c}$$

avoids the rounding of $\zeta$ before the subtraction. This is a gain when $|\kappa|c$ is computed exactly, which in binary arithmetic holds for $|\kappa|=1,2,4,\ldots$; for other $|\kappa|$ the rounding of $|\kappa|c$ is magnified in the same way when $Z$ is close to $|\kappa|c$. It does not remove the sensitivity to the input: $\partial\gamma/\partial\zeta=-\zeta/\gamma$ diverges as $\gamma\to0$, so an uncertainty in $c$ itself is magnified in any formula.

### The relativistic part alone

If the wanted quantity is the difference from the Schrödinger energy, subtracting $Z^2/(2n^2)$ from an accurate $B$ brings cancellation back. The difference needs its own rearrangement. Define

$$\delta=|\kappa|-\gamma=\frac{\kappa^2-\gamma^2}{|\kappa|+\gamma}=\frac{\zeta^2}{|\kappa|+\gamma}.$$

Then $n_r+\gamma=n-\delta$, and over a common denominator

$$B-\frac{Z^2}{2n^2}=\frac{Z^2\left[2n^2-N(N+n-\delta)\right]}{2n^2N(N+n-\delta)} .$$

The bracket is $2n^2-nN-N^2+N\delta$. Its first three terms factor as $(n-N)(2n+N)$, which gives

$$B-\frac{Z^2}{2n^2}=\frac{Z^2\left[(n-N)(2n+N)+N\delta\right]}{2n^2N(N+n_r+\gamma)}.\tag{16}$$

The remaining difference $n-N$ is evaluated as a quotient too. From (14), $n^2-N^2=2n_r\delta$, so

$$n-N=\frac{2n_r\delta}{n+N}.$$

Every term in the bracket of (16) is now computed as a nonnegative number, and $N\delta$ is positive. Besides removing the cancellation, this proves that in this model each level is bound more strongly than the Schrödinger level with the same $n$.

**Weak-field limit.** To leading order, $\delta\simeq\zeta^2/(2|\kappa|)$ and $n-N\simeq n_r\delta/n$, with $N\simeq n$ elsewhere. The bracket becomes

$$3n_r\delta+n\delta=(4n-3|\kappa|)\delta,$$

because $n_r=n-|\kappa|$. The denominator becomes $4n^4$. Hence

$$B-\frac{Z^2}{2n^2}\simeq\frac{Z^2(4n-3|\kappa|)}{4n^4}\,\frac{\zeta^2}{2|\kappa|}
=\frac{Z^4}{2c^2n^4}\left(\frac n{|\kappa|}-\frac34\right),\tag{17}$$

the fine-structure correction to leading order in $\zeta^2$.

For gold, (17) predicts an $n=2$ splitting between $|\kappa|=1$ and 2 of

$$\frac{Z^4}{2c^2\,2^4}(2-1)=\frac{79^4}{32\times18778.8651}=64.8\ \text{hartree}.$$

This is 21% below the full value of 82.19 hartree, relative to the latter. The leading order is no longer quantitative at $\zeta=0.58$.

**Highly excited limit.** For fixed $\kappa$ and large $n$, use $N^2=m^2+\zeta^2$ with $m=n-\delta$. Then $N\simeq m+\zeta^2/(2m)$ and $N(N+m)\simeq2m^2+\tfrac32\zeta^2$, so

$$B\simeq\frac{Z^2}{2(n-\delta)^2}\left[1-\frac{3\zeta^2}{4(n-\delta)^2}\right].$$

The leading factor has the form of a Rydberg series with quantum defect $\delta$, which here comes from the change of the power at the origin from $|\kappa|$ to $\gamma$.

### A case in which subtraction fails

Let $Z=1$, $\kappa=-1$ and $n=50$, so $n_r=49$. In double precision the two routes to the binding energy give:

- quotient (2): $2.000002098133\times10^{-4}$ hartree, with a relative error of $5.2\times10^{-17}$;
- subtraction $c^2-E$: $2.000002095883\times10^{-4}$ hartree, with a relative error of $1.1\times10^{-9}$.

Both errors are relative to a 40-digit evaluation. An error of $10^{-9}$ may look small, but it falls entirely on the relativistic part, which is itself about a millionth of $B$. After removal of $Z^2/(2n^2)=2\times10^{-4}$ hartree, the results are:

- formula (16): $2.098133357\times10^{-10}$ hartree, equal to the 40-digit value in all ten printed digits;
- subtraction: $2.095883\times10^{-10}$ hartree, with a relative error of $1.1\times10^{-3}$.

The weak-field formula (17) gives $49.25/(2\times18778.8651\times50^4)=2.0981\times10^{-10}$ hartree. In this case it is more accurate than the full energy formula evaluated by subtraction.

One state may be lucky or unlucky in its rounding, and the error of the subtraction also depends on the order of the operations: the values above are for $c^2-c^2(n_r+\gamma)/N$. In a survey of 100 states with $Z=1$, 20, 79, 118 and 137, the largest relative error was $3.4\times10^{-16}$ for the quotient, $5.2\times10^{-16}$ for (16), and $2.6\times10^{-8}$ for the subtraction.

### Where the formulas end

As $\zeta\to|\kappa|$ from below, $\gamma\to0$. The state with $n_r=0$ then has $E\to0$ and $B\to c^2$, whereas for $n_r\ge1$ the energy tends to $c^2n_r/\sqrt{n_r^2+\kappa^2}$, which is still positive. Differentiating (1) with $\partial\gamma/\partial\zeta=-\zeta/\gamma$ gives the slope $\partial E/\partial\zeta=-c^2\zeta(\kappa^2+n_r\gamma)/(\gamma N^3)$, which is $-c^2\zeta/(|\kappa|\gamma)$ for $n_r=0$. It diverges at this point for every $n_r$.

Beyond it, $\gamma$ is imaginary. Both solutions near the origin then oscillate with the same magnitude, the rule that selected $r^\gamma$ no longer applies, and (1) and (2) lose their meaning. A nucleus of finite size replaces the $1/r$ potential at small $r$ and changes the boundary condition there.

Even for smaller $\zeta$, the accuracy of (2) is that of evaluating this model. The finite size and motion of the nucleus, radiative corrections and other electrons all shift real levels. For the gold ion, the ground-state binding energy of 93.46 keV is the point-nucleus Dirac value, without any of these corrections.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
rest energy c^2 = 18778.8651 hartree
gold ion: Z = 79, Z/c = 0.576491
gamma for |kappa| = 1: 0.817104
gamma for |kappa| = 2: 1.915113
gold ion levels (decay constants in 1/bohr, B in hartree):
n=1 kappa=-1 n_r=0: N=1.000000 Z/N=79.0000 B=3434.58677
   integrated equations: decay=79.0000 B=3434.58677
n=2 kappa=-1 n_r=1: N=1.906360 Z/N=41.4402 B=879.22953
   integrated equations: decay=41.4402 B=879.22953
n=3 kappa=-1 n_r=2: N=2.875485 Z/N=27.4736 B=381.27055
   integrated equations: decay=27.4727 B=381.27055
n=2 kappa=+1 n_r=1: N=1.906360 Z/N=41.4402 B=879.22953
   integrated equations: decay=41.4402 B=879.22953
n=3 kappa=+1 n_r=2: N=2.875485 Z/N=27.4736 B=381.27055
   integrated equations: decay=27.4730 B=381.27055
n=2 kappa=-2 n_r=0: N=2.000000 Z/N=39.5000 B=797.03955
   integrated equations: decay=39.5000 B=797.03955
n=3 kappa=-2 n_r=1: N=2.971570 Z/N=26.5853 B=356.77764
   integrated equations: decay=26.5845 B=356.77764
n=3 kappa=+2 n_r=1: N=2.971570 Z/N=26.5853 B=356.77764
   integrated equations: decay=26.5853 B=356.77764
nonrelativistic Z^2/(2n^2), n=1: 3120.50000 hartree
nonrelativistic Z^2/(2n^2), n=2: 780.12500 hartree
nonrelativistic Z^2/(2n^2), n=3: 346.72222 hartree
n=2 kappa=+1: n_r+gamma = 1.817104
n=2 kappa=+1: N+n_r+gamma = 3.723463
n=2 kappa=+1: E = 17899.63554 hartree
ground-state B = 93.4599 keV
n=2 kappa=+1: B = 23.9251 keV
n=2 splitting, |kappa| 1 to 2: 82.18998 hartree
n=2 splitting, |kappa| 1 to 2: 2.2365 keV
rounding example: Z=1, n=50, kappa=-1, double precision
spacing of doubles at c^2: 3.638e-12 hartree
B, 40-digit arithmetic: 0.0002000002098133357 hartree
B, quotient formula: 2.000002098133357e-04 hartree
B, subtraction c^2-E: 2.000002095883247e-04 hartree
relative error, quotient: 5.2e-17
relative error, subtraction: 1.1e-09
shift, 40-digit arithmetic: 2.098133357e-10 hartree
shift, positive-term formula: 2.098133357e-10 hartree
shift, by subtraction: 2.095883246e-10 hartree
relative error of subtracted shift: 1.1e-03
states in rounding survey: 100
worst relative error, quotient B: 3.4e-16
worst relative error, subtracted B: 2.6e-08
worst relative error, shift formula: 5.2e-16
```
